# Bent's rule from two localized bonds sharing one p orbital

A localized-bond calculation on a centre with two different ligands begins with a decision: may the two hybrids of the centre be fixed at equal s and p shares, or must the mixing be optimized? Fixing them costs an energy that grows with the difference between the ligands, and it misplaces charge in both bonds. The theorem below gives the direction and size of the correction. Under the assumptions listed next, which include equal s and p couplings, the more electronegative ligand receives the hybrid richer in p character, p being the higher level of the centre. This is Bent's rule.

## Assumptions and conventions

The algebra is in atomic units and contains energies and electron numbers; numerical energies are in eV.

**A1.** The centre has orbitals \(s\) and \(p\) with levels \(e_s\) and \(e_p=e_s+\Delta\), \(\Delta>0\), and \(\langle s|H|p\rangle=0\). Their mean is \(\bar e=(e_s+e_p)/2\).

**A2.** Substituents 1 and 2 lie on opposite sides of the centre on one line. Each offers one sigma orbital \(\chi_i\) with level \(a_i\), and \(\delta=a_2-a_1>0\). The deeper level makes substituent 1 the more electronegative.

**A3.** The four orbitals are orthonormal and \(H\) is a one-electron Hamiltonian. The positive lobe of \(p\) points to substituent 1. With \(b>0\),
\[
\langle s|H|\chi_1\rangle=\langle s|H|\chi_2\rangle=\langle p|H|\chi_1\rangle=-b,\qquad \langle p|H|\chi_2\rangle=+b .
\]

**A4.** There are four electrons, two in each bond orbital, and bond orbital \(i\) is built from one hybrid \(h_i\) and \(\chi_i\).

## Lemma 1: the hybrids share a fixed amount of p character

Let \(h_1\) have p share \(\tfrac12+x\), with \(|x|\le\tfrac12\). Normalization fixes its s share, and orthogonality fixes \(h_2\) up to a sign:
\[
h_1=\sqrt{\tfrac12-x}\;s+\sqrt{\tfrac12+x}\;p,\qquad
h_2=\sqrt{\tfrac12+x}\;s-\sqrt{\tfrac12-x}\;p .
\]
The signs make \(h_1\) point to substituent 1 and \(h_2\) to substituent 2. The hybrid levels are
\[
\varepsilon_1=(\tfrac12-x)e_s+(\tfrac12+x)e_p=\bar e+\Delta x,\qquad \varepsilon_2=\bar e-\Delta x .
\]
Their sum does not depend on \(x\): what one hybrid gains in p character the other loses.

The coupling of \(h_1\) to \(\chi_1\) is \(-b\sqrt{1/2-x}-b\sqrt{1/2+x}\). That of \(h_2\) to \(\chi_2\) is \(-b\sqrt{1/2+x}-b\sqrt{1/2-x}\), the second minus sign coming from \(h_2\). Both equal \(-\beta(x)\), and squaring gives
\[
\beta^2=b^2\left(1+2\sqrt{\tfrac14-x^2}\right)=b^2\left(1+\sqrt{1-4x^2}\right).
\]
So \(\beta\) is even in \(x\) and largest at \(x=0\), where \(\beta^2=2b^2\equiv B^2\).

## Lemma 2: the energy of the two bonds

Write \(\psi_i=c_ih_i+d_i\chi_i\) with \(c_i^2+d_i^2=1\) and \(c_i,d_i>0\). The two bond orbitals are orthogonal, so the determinant with both doubly occupied has energy \(2\sum_i\langle\psi_i|H|\psi_i\rangle\). The elements \(\langle h_1|H|h_2\rangle\), \(\langle h_1|H|\chi_2\rangle\) and \(\langle h_2|H|\chi_1\rangle\) connect different bonds and do not occur in this expectation value. They have not been set to zero. Minimizing over \(c_i\) and \(x\) is therefore variational, and the result is an upper bound to the ground-state energy of the four-orbital model.

The best \(\psi_i\) is the lower eigenvector of a two-by-two matrix with diagonal \(\varepsilon_i,a_i\) and off-diagonal \(-\beta\). Twice its lower root is
\[
E_i=\varepsilon_i+a_i-\sqrt{(\varepsilon_i-a_i)^2+4\beta^2}.
\]
Let \(D_i=\bar e-a_i\), so that \(D_1-D_2=\delta\), and let \(R(D,\beta)=\sqrt{D^2+4\beta^2}\). Then
\[
E(x)=2\bar e+a_1+a_2-R(D_1+\Delta x,\beta)-R(D_2-\Delta x,\beta).
\]

The derivatives of \(E_i\) have a direct meaning. Since \(E_i=2(c_i^2\varepsilon_i+d_i^2a_i-2c_id_i\beta)\) is stationary in the coefficients, only its explicit dependence on \(\varepsilon_i\) and \(\beta\) contributes to first order:
\[
\frac{\partial E_i}{\partial\varepsilon_i}=2c_i^2=q_i,\qquad
\frac{\partial E_i}{\partial\beta}=-4c_id_i=-2w_i .
\]
Here \(q_i\) is the number of electrons in hybrid \(i\) and \(w_i=2c_id_i\) is the bond order. Differentiating the closed form of \(E_i\) gives their values at \(x=0\), with \(R_i=\sqrt{D_i^2+4B^2}\):
\[
q_i=1-\frac{D_i}{R_i},\qquad w_i=\frac{2B}{R_i}.
\]

## Theorem

Under A1 to A4:

**(a)** For any \(\delta>0\), every minimum of \(E\) over the allowed range of \(x\) that is lowest in energy has \(x>0\).

**(b)** Let \(D=(D_1+D_2)/2\) and \(\bar R^2=D^2+8b^2\), with \(\bar R>\Delta\). As \(\delta\to0\) at fixed mean substituent level, the minimum that starts from equal hybrids lies at
\[
x=\frac{\Delta\,\delta}{2(\bar R^2-\Delta^2)}+O(\delta^3).
\]

**Proof of (a).** Take \(x>0\) and put \(t=\Delta x\). Because \(\beta\) is even in \(x\), the same \(\beta\) enters \(E(x)\) and \(E(-x)\), and
\[
E(x)-E(-x)=-\left[G(D_1)-G(D_2)\right],\qquad G(D)=R(D+t,\beta)-R(D-t,\beta).
\]
At fixed \(\beta\), \(\partial R/\partial D=D/R\), and
\[
\frac{\partial^2R}{\partial D^2}=\frac1R-\frac{D^2}{R^3}=\frac{4\beta^2}{R^3}>0 .
\]
The first derivative thus increases with \(D\), so \(G'(D)>0\). As \(D_1>D_2\), \(E(x)<E(-x)\), which excludes negative \(x\) for the lowest minimum. The point \(x=0\) is excluded by its slope. There \(d\beta/dx=0\), so
\[
E'(0)=\Delta(q_1-q_2),
\]
and \(q=1-D/R\) falls as \(D\) rises, which makes \(q_1<q_2\) and \(E'(0)<0\). \(\square\)

**Proof of (b).** For small \(x\), \(\sqrt{1-4x^2}=1-2x^2+O(x^4)\), hence \(\beta^2=B^2(1-x^2)+O(x^4)\). With the upper sign for bond 1 and the lower for bond 2,
\[
(D_i\pm\Delta x)^2+4\beta^2=R_i^2\pm2D_i\Delta x+(\Delta^2-4B^2)x^2+O(x^4).
\]
The expansion \(\sqrt{R_i^2+v}=R_i+v/(2R_i)-v^2/(8R_i^3)+\dots\) gives
\[
R_i\pm\frac{D_i\Delta}{R_i}x+\left[\frac{\Delta^2-4B^2}{2R_i}-\frac{D_i^2\Delta^2}{2R_i^3}\right]x^2 .
\]
Since \(1-D_i^2/R_i^2=4B^2/R_i^2\), the bracket equals \(-(2B^2/R_i)(1-\Delta^2/R_i^2)\). Therefore
\[
E(x)\approx E(0)+gx+\tfrac12kx^2,
\]
\[
g=\Delta(q_1-q_2),\qquad k=4B^2\sum_i\frac1{R_i}\left(1-\frac{\Delta^2}{R_i^2}\right).
\]
For \(k>0\) the minimum of this parabola is at \(x=-g/k\), and it lies \(g^2/(2k)\) below \(E(0)\).

Now set \(D_{1,2}=D\pm\delta/2\). From \(dq/dD=-4B^2/R^3\),
\[
g=-\frac{4B^2\Delta\delta}{\bar R^3}+O(\delta^3),\qquad
k=\frac{8B^2(\bar R^2-\Delta^2)}{\bar R^3}+O(\delta^2).
\]
In the ratio \(-g/k\) the factors \(B^2\) and \(\bar R^3\) cancel, which leaves the stated formula. Exchanging the substituent labels turns \((\delta,x)\) into \((-\delta,-x)\), so \(x\) is odd in \(\delta\) and the first correction is cubic. \(\square\)

## Remarks on meaning and limits

**What is attracted.** Raising a hybrid level by a small amount costs that amount times the electrons in the hybrid. The electronegative substituent has drawn electrons out of \(h_1\), so the expensive p character is cheapest to keep there. The low s level goes to the fuller hybrid \(h_2\). The cause is the s–p gap combined with unequal populations.

**What resists.** The first part of \(k\), \(4B^2\sum_i1/R_i\), is the coupling lost when the hybrids become unequal. The negative part comes from the polarizability of the bonds: electrons leave a hybrid whose level rises. If \(\bar R<\Delta\), equal hybrids are unstable even with identical substituents. Part (a) still holds for \(\delta>0\), but formula (b) does not.

**When the minimum in (b) is the lowest.** At \(\delta=0\), concavity of the square root gives \(R(D+\Delta x,\beta)+R(D-\Delta x,\beta)\le2\sqrt{D^2+\Delta^2x^2+4\beta^2}\). Because \(1-\sqrt{1-4x^2}>2x^2\) for \(x\ne0\), the right side is below its value at \(x=0\) whenever \(\Delta^2\le8b^2\). Equal hybrids are then the unique lowest point, and the lowest minimum moves continuously from it as \(\delta\) grows from zero.

**Two limits.** For strong coupling, \(8b^2\gg D^2,\Delta^2\), the shift is \(x\approx\Delta\delta/(16b^2)\): firm bonds hold the hybrids nearly equal. For weak coupling with \(D>\Delta\), \(x\) tends to \(\Delta\delta/[2(D^2-\Delta^2)]\). It stays finite because drive and resistance both scale as \(B^2\). The energy gain at leading order in \(\delta\),
\[
\frac{g^2}{2k}=\frac{B^2\Delta^2\delta^2}{\bar R^3(\bar R^2-\Delta^2)},
\]
vanishes as \(B^2\), so a marked hybridization need not carry much energy.

**Unequal s and p couplings.** Let their magnitudes be \(b_s\) and \(b_p\), the same for both substituents. Then \(\beta_1=b_s\sqrt{1/2-x}+b_p\sqrt{1/2+x}\), and \(\beta_2\) follows by \(x\to-x\). At \(x=0\), \(d\beta_1/dx=(b_p-b_s)/\sqrt2=-d\beta_2/dx\), and \(B=(b_s+b_p)/\sqrt2\). Adding the terms \(-2w_i\,d\beta_i/dx\) to the slope gives
\[
E'(0)=\Delta(q_1-q_2)-\sqrt2\,(b_p-b_s)(w_1-w_2).
\]
If \(w_1<w_2\), a stronger p coupling opposes the rule, since the bond of higher order then claims the better-coupling p orbital. Part (a) no longer applies.

**Substituents that couple with different strength.** If \(b_s=b_p\) for each substituent but \(B_1\ne B_2\), then \(E'(0)=\Delta(q_1-q_2)\) with \(q_i=1-D_i/\sqrt{D_i^2+4B_i^2}\). For positive \(D_i\) this slope changes sign at \(B_1/B_2=D_1/D_2\). Beyond that ratio the deeper substituent leaves more electrons on its hybrid. In this model electronegativity must therefore be judged by the charge drawn from the hybrid, not by the level alone.

## Example: zinc between chlorine and methyl

Rough round values for linear Cl–Zn–CH₃ are \(e_s=-9\), \(e_p=-5\), \(a_1=-13\) (chlorine), \(a_2=-10\) (methyl) and \(b=2.5\) eV. Then \(\Delta=4\), \(\bar e=-7\), \(\delta=3\) and \(B=3.536\) eV, and
\[
D_1=6,\quad D_2=3,\quad R_1=\sqrt{36+50}=9.274,\quad R_2=\sqrt{9+50}=7.681\ \text{eV}.
\]
The populations at equal hybrids are \(q_1=1-6/9.274=0.353\) and \(q_2=1-3/7.681=0.609\). The slope is \(4(0.3530-0.6094)=-1.026\) eV. The curvature is \(11.901-2.768=9.133\) eV, so \(x\approx1.026/9.133=0.112\). The small-\(\delta\) formula, with \(D=4.5\) eV, gives
\[
x\approx\frac{4\times3}{2(20.25+50-16)}=\frac{12}{108.5}=0.111 .
\]
Numerical minimization gives 0.109, or a p share of 61 % towards chlorine and 39 % towards methyl. The energy gain is 0.057 eV (5.5 kJ/mol).

Share and population must be kept apart. At the minimum the hybrids hold 0.325 and 0.657 electrons. The p electrons are \(0.325\times0.609=0.198\) in the chlorine bond and \(0.657\times0.391=0.257\) in the methyl bond. The hybrid towards chlorine has the larger p share but holds fewer p electrons. The total p population falls from 0.481 at equal hybrids to 0.455, in line with the mechanism.

Two tests isolate the cause. Interchanging the s and p levels, with all else fixed, gives \(x=-0.109\); removing the gap gives \(x=0\). With methyl held fixed and the other substituent at \(-11\), \(-13\) and \(-15\) eV, \(x\) is 0.043, 0.109 and 0.153. The growth is slower than linear in \(\delta\), mainly because lowering \(a_1\) also raises \(D\), and with it the denominator of (b); the higher-order terms in \(\delta\) add a smaller reduction.

## What the example leaves out

**Delocalization.** Diagonalizing the four-orbital Hamiltonian lowers the energy by a further 0.33 eV, about six times the rehybridization gain. The localized energy is thus not accurate on the scale of that gain. The full energy does not depend on how \(s\) and \(p\) are combined into hybrids, so hybrids must there be defined from the density matrix. Those with the largest total bond order to their own substituents have \(x=0.086\). Across the series above the values are 0.033, 0.086 and 0.127: the direction survives and, with this definition, the size falls by about a fifth. The size depends on the definition. Hybrids taken along the density-matrix column of each substituent have p shares of 0.46 and 0.31 in the example, both below one half; orthogonalized symmetrically, they give \(x=0.029\), 0.074 and 0.104 across the series, a fall of about a third.

**Couplings.** With \(b_s+b_p\) held at 5 eV, \(b_p-b_s=+1\) eV gives \(x=0.078\) and \(-1\) eV gives 0.149. Reversing the slope needs a difference of 4.6 eV, nearly the whole sum. The other route is closer: chlorine coupling more than \(6/3=2\) times as strongly as methyl would also reverse it.

**Overlap.** Let each bond have overlap \(S=0.2\,\beta/B\) and off-diagonal element \(-\beta+S(\varepsilon_i+a_i)/2\). In this estimate the minimum moves to \(x=0.191\), the largest change found. The element used is not linear in the hybrid, and overlap between the two bonds is left out, so the direction is more reliable than the size. Building overlaps and elements of the same form for \(s\) and \(p\) separately, which makes them linear in the hybrid, gives \(x=0.176\), and including the overlap between the two bonds as well gives 0.155. A limiting case suggests why. For \(D_i=0\) the bonding root, measured from the common level, is \(-\beta/(1+S)\). With \(S\) proportional to \(\beta\), its derivative is \(-1/(1+S)^2\), or \(-0.69\) instead of \(-1\), so lost coupling costs less. The factor differs when \(D_i\) is not zero, so this indicates the direction of the change but not its size.

**Charge.** Let both zinc levels shift by \(U(N-2)\), where \(N\) is the number of sigma electrons on zinc and \(U=2\) eV is a round net repulsion. Self-consistency gives \(N=1.27\), a shift of \(-1.46\) eV and \(x=0.133\). Donation from two chlorine pi pairs, with a coupling of 1 eV and the unshifted p level, adds 0.06 electrons to zinc. On its own this charge would raise the levels by about 0.12 eV, which is small beside the shift of \(-1.46\) eV. The lowered p level would accept somewhat more, and the sigma bonds would respond; neither effect is included.

**The real case.** An isolated two-coordinate zinc centre is linear, as A2 requires. The levels are close to free-atom values, whereas A3 refers to an orthonormal basis, in which the p level is pushed up. PBE and Hartree–Fock calculations on the molecule, projected on an orthogonalized minimal basis, give an s–p gap of about 9 eV and p couplings 1.3 to 1.8 times the s couplings, so the equal-coupling assumption is not met. The hybrid towards chlorine is still the richer in p, with \(x\) between 0.08 and 0.11 depending on method and basis, but the parameters of the example are illustrative rather than derived. Among the estimates above, overlap within each bond moves the minimum most: the p share towards chlorine rises from 61 % to between 65 and 69 %, depending on the form of the overlap model. The corrections were applied one at a time and their joint effect is not known. Halide bridges between molecules would raise the coordination number and take the centre outside the theorem.

For the opening decision, \(g^2/(2k)\) with \(k>0\) estimates the energy cost of equal hybrids within this localized model; close to \(k=0\) the estimate is far too large. Equal hybrids may be kept when it is well below the energy differences sought and the bond charges are not needed in detail. Here it is 0.06 eV, while the hybrid populations change by 0.03 to 0.05 electrons. The formulas for \(g\) and \(k\) assume equal s and p couplings; with \(b_p-b_s=+1\) or \(-1\) eV the cost is 0.03 or 0.10 eV, so slope and curvature must be recomputed when the couplings differ. A full diagonalization in the s and p basis needs no such choice. The numerical output below gives the remaining digits.

## Computed values

```
zinc s, p levels: -9.0, -5.0 eV; gap 4.0 eV
chlorine, methyl levels: -13.0, -10.0 eV
s and p coupling b: 2.50 eV; hybrid coupling B: 3.536 eV
D towards Cl, CH3: 6.00, 3.00 eV
R towards Cl, CH3: 9.274, 7.681 eV
q at x=0, Cl, CH3: 0.3530, 0.6094 electrons
bond order at x=0, Cl, CH3: 0.7625, 0.9206
slope at x=0: -1.0257 eV
curvature, coupling part: 11.901 eV
curvature, polarizability part: -2.768 eV
curvature, total: 9.133 eV
x, quadratic estimate: 0.1123
x, small-delta formula: 0.1106
x, numerical minimum: 0.1088
p share towards Cl: 60.9 %
p share towards CH3: 39.1 %
q at minimum, Cl, CH3: 0.3247, 0.6572 electrons
energy at x=0: -53.9548 eV; at minimum: -54.0115 eV
energy gain, quadratic estimate: 0.0576 eV
energy gain, numerical: 0.0567 eV = 5.47 kJ/mol
small-delta test, delta: 0.05 eV
  x numerical, formula: 0.001843, 0.001843
random cases obeying the sign theorem: 400
x with s and p levels inverted: -0.1088
|x| with no s-p gap: 0.0000
x for b_p - b_s = +1 eV: 0.0778
x for b_p - b_s = -1 eV: 0.1494
b_p - b_s that reverses the slope: 4.59 eV
B(Cl)/B(CH3) that reverses the slope: 2.00
full model energy: -54.3434 eV
delocalization energy left out: 0.3319 eV
x in the full model: 0.0864
x with bond overlap 0.20: 0.1913
charge feedback, U_net: 2.0 eV
  zinc level shift: -1.458 eV
  zinc sigma electrons: 1.271; x: 0.1333
pi coupling: 1.0 eV; pi donation: 0.060 electrons
  level shift from pi donation: 0.119 eV
series: level of substituent 1 (eV), x localized, x full model
  -11.0  0.0431  0.0325
  -13.0  0.1088  0.0864
  -15.0  0.1530  0.1268
```
